# Effective g values of Kramers doublets with rhombic zero-field splitting: a program that tests the result

```python
# Spin Hamiltonian H = D[Sz^2 - S(S+1)/3] + E(Sx^2 - Sy^2) + h n.S,  h = g muB B, lam = E/D.
# Effective g' of a Kramers doublet: g'/g = (splitting)/h for h -> 0.
# Under test:
#  S=3/2: eps = +-sqrt(D^2+3E^2), g'_i/g = |1 + 3 D_ii/eps|,
#         D_ii = (-D/3+E, -D/3-E, 2D/3); sum of (g'_i/g)^2 = 9; exact levels for axial fields.
#  S=5/2, lam=1/3: energies 0, +-4 sqrt7 D/3; middle doublet g'/g = 15/7 in all directions;
#         outer doublets 3/7, (18 +- 6 sqrt7)/7; slopes d(g'_y,z/g)/dlam = +-135/49;
#         cubic term (a/6) sum S_i^4 gives +-60/49 a/D; g'_x(h) = (15/7) g [1 - (54/343)(h/D)^2].
import numpy as np
import sympy as sp
from scipy import constants as C
from scipy.linalg import expm
from scipy.optimize import brentq


def spin_sym(twoS):
    S = sp.Rational(twoS, 2)
    m = [S - k for k in range(twoS + 1)]
    Sp = sp.zeros(twoS + 1, twoS + 1)
    for k in range(twoS):
        Sp[k, k + 1] = sp.sqrt(S * (S + 1) - m[k + 1] * (m[k + 1] + 1))
    return (Sp + Sp.T) / 2, (Sp - Sp.T) / (2 * sp.I), sp.diag(*m)


SPIN = {n: [np.array(M.tolist(), dtype=complex) for M in spin_sym(n)] for n in (3, 5)}
for n, (X, Y, Z) in SPIN.items():
    assert np.allclose(X @ Y - Y @ X, 1j * Z)
    assert np.allclose(X @ X + Y @ Y + Z @ Z, n / 2 * (n / 2 + 1) * np.eye(n + 1))
AX = np.eye(3)


def H0(n, D, E, a=0.0, ops=None):
    X, Y, Z = ops if ops is not None else SPIN[n]
    S = n / 2
    H = D * (Z @ Z - S * (S + 1) / 3 * np.eye(n + 1)) + E * (X @ X - Y @ Y)
    return H + a / 6 * sum(np.linalg.matrix_power(A, 4) for A in (X, Y, Z))


def levels(n, D, E, hvec, a=0.0):
    return np.linalg.eigvalsh(H0(n, D, E, a) + sum(c * A for c, A in zip(hvec, SPIN[n])))


def g_num(n, D, E, k, nvec, h=1e-5, a=0.0):
    w = levels(n, D, E, h * np.asarray(nvec), a)
    return (w[2 * k + 1] - w[2 * k]) / h


def g_axes(n, D, E, k, a=0.0):
    return np.array([g_num(n, D, E, k, v, a=a) for v in AX])


def Dii(D, E):
    return np.array([-D / 3 + E, -D / 3 - E, 2 * D / 3])


def g32(D, E, k):
    eps = (-1, 1)[k] * np.hypot(D, np.sqrt(3) * E)
    return np.abs(1 + 3 * Dii(D, E) / eps)


rng = np.random.default_rng(1)
dirs = rng.normal(size=(8, 3))
dirs /= np.linalg.norm(dirs, axis=1)[:, None]

# ---- S = 3/2, numerical
for D in (1.0, -1.0):
    for lam in (0.0, 0.05, 0.1, 0.2, 1 / 3, 0.6):
        E = lam * D
        e = np.sqrt(D * D + 3 * E * E)
        assert np.allclose(levels(3, D, E, (0, 0, 0)), [-e, -e, e, e])
        for k in (0, 1):
            gn = g_axes(3, D, E, k)
            assert np.allclose(gn, g32(D, E, k), atol=1e-7)
            assert abs(np.sum(gn**2) - 9) < 1e-6
            sg = (1, -1)[k] * np.sign(D)
            ex = [1 + sg * (1 - 3 * lam) / e, 1 + sg * (1 + 3 * lam) / e, 1 - sg * 2 / e]
            assert np.allclose(gn, np.abs(ex), atol=1e-7)
            for v in dirs:
                assert abs(g_num(3, D, E, k, v) - np.linalg.norm(g32(D, E, k) * v)) < 1e-7
        for i in range(3):
            h = 0.7
            r1 = np.sqrt(e * e + 3 * Dii(D, E)[i] * h + h * h)
            r2 = np.sqrt(e * e - 3 * Dii(D, E)[i] * h + h * h)
            ex = np.sort([h / 2 + r1, h / 2 - r1, -h / 2 + r2, -h / 2 - r2])
            assert np.allclose(levels(3, D, E, h * AX[i]), ex, atol=1e-12)
th = 0.5 * np.arctan(np.sqrt(3) * 0.1)
vec = np.array([0, np.cos(th), 0, -np.sin(th)])
assert np.allclose(H0(3, 1, 0.1) @ vec, -np.sqrt(1.03) * vec)
assert np.allclose(levels(3, 1, 0.1, 0.4 * dirs[0]), levels(3, 1, 0.1, -0.4 * dirs[0]))
dev = [g_num(3, 1, 0.1, 0, AX[1], h=h) - g32(1, 0.1, 0)[1] for h in (0.02, 0.04)]
assert abs(dev[1] / dev[0] - 4) < 0.05

# ---- S = 3/2, symbolic projector (1 + H/eps)/2, either sign of eps
Ds, Es, es = sp.symbols('D E eps', real=True)
S3 = spin_sym(3)
I4 = sp.eye(4)
Hs = (Ds * (S3[2]**2 - sp.Rational(5, 4) * I4) + Es * (S3[0]**2 - S3[1]**2)).expand()
assert (Hs * Hs - (Ds**2 + 3 * Es**2) * I4).expand() == sp.zeros(4, 4)
ds = [-Ds / 3 + Es, -Ds / 3 - Es, 2 * Ds / 3]
for i in range(3):
    for j in range(3):
        t = ((es * I4 + Hs) * S3[i] * (es * I4 + Hs) * S3[j]).trace() / 2
        diff = sp.expand(t - ((es + 3 * ds[i])**2 if i == j else 0))
        assert sp.expand(diff.subs(es**2, Ds**2 + 3 * Es**2)) == 0

# ---- S = 5/2, lam = 1/3, exact projector on the null space in the Sz basis (D = 1)
S5 = spin_sym(5)
I6 = sp.eye(6)
H5 = (S5[2]**2 - sp.Rational(35, 12) * I6 + (S5[0]**2 - S5[1]**2) / 3).expand()
P = (I6 - H5 * H5 * sp.Rational(9, 112)).expand()
assert (H5 * P).expand() == sp.zeros(6, 6) and (P * P - P).expand() == sp.zeros(6, 6)
assert P.trace() == 2
G = sp.Matrix(3, 3, lambda i, j: sp.expand(2 * (P * S5[i] * P * S5[j]).trace()))
assert G == sp.Rational(225, 49) * sp.eye(3)

# ---- S = 5/2, numerical
X, Y, Z = SPIN[5]
t3, s7 = 1 / 3, np.sqrt(7)
H = H0(5, 1, t3)
U = expm(-0.5j * np.pi * X)
assert np.allclose(H, 2 / 3 * (Z @ Z - Y @ Y)) and np.allclose(U @ H @ U.conj().T, -H)
assert np.allclose(levels(5, 1, t3, (0, 0, 0)), 4 * s7 / 3 * np.array([-1, -1, 0, 0, 1, 1]))
Hx = H0(5, 1, t3, ops=(Z, X, Y))  # quantization axis along x
M = np.array([[0, 10**0.5, 0], [10**0.5, 0, 18**0.5], [0, 18**0.5, 0]])
assert np.allclose(Hx[0::2, 0::2], -2 / 3 * M)
psi = np.array([3, 0, 0, 0, -5**0.5, 0]) / 14**0.5
par = psi[::-1]
assert np.allclose(Hx @ psi, 0) and np.allclose(Hx @ par, 0)
me = [(psi @ Z @ psi).real, (psi @ (X + 1j * Y) @ par).real, (psi @ (X - 1j * Y) @ par).real]
assert np.allclose(me, [15 / 14, -15 / 7, 0])
for D in (1.0, -1.0):
    for v in list(AX) + list(dirs):
        assert abs(g_num(5, D, D / 3, 1, v) - 15 / 7) < 1e-7
big, small = (18 + 6 * s7) / 7, (18 - 6 * s7) / 7
assert np.allclose(g_axes(5, 1, t3, 0), [3 / 7, big, small], atol=1e-7)
assert np.allclose(g_axes(5, 1, t3, 2), [3 / 7, small, big], atol=1e-7)
gt = np.array([1.9, 2.0, 2.2])
for v in dirs:
    assert abs(g_num(5, 1, t3, 1, gt * v) - 15 / 7 * np.linalg.norm(gt * v)) < 1e-7
d = 1e-4
sl_lam = (g_axes(5, 1, t3 + d, 1) - g_axes(5, 1, t3 - d, 1)) / (2 * d)
sl_a = (g_axes(5, 1, t3, 1, a=d) - g_axes(5, 1, t3, 1, a=-d)) / (2 * d)
assert np.allclose(sl_lam, [0, 135 / 49, -135 / 49], atol=1e-4)
assert np.allclose(sl_a, [0, 60 / 49, -60 / 49], atol=1e-4)
wv, vv = np.linalg.eigh(H0(5, 1, t3 + d, ops=(Z, X, Y))[0::2, 0::2].real)
mix = vv[1, 1] * np.sign(vv[0, 1]) / d
assert abs(mix / (27 * 5**0.5 / (28 * s7)) - 1) < 1e-3
for lam in np.linspace(0, 0.333, 112):
    gg = g_axes(5, 1, lam, 1)
    assert gg[2] - gg[1] > 1e-4
c3 = [(1 - g_num(5, 1, t3, 1, v, h=0.01) * 7 / 15) / 0.01**2 for v in AX]
assert abs(c3[0] / (54 / 343) - 1) < 1e-3
assert abs(g_num(5, 1, t3, 1, AX[1], h=0.3) - g_num(5, 1, t3, 1, AX[2], h=0.3)) < 1e-12

# ---- worked example
muB = C.physical_constants['Bohr magneton'][0] / (C.h * C.c * 100)  # cm^-1 / T
ge = abs(C.physical_constants['electron g factor'][0])
g, nu = 2.0, 9.5e9
q = nu / (C.c * 100)
GHz = C.c * 100 / 1e9


def field_exact(n, D, E, k, v, B0):
    def f(B):
        w = levels(n, D, E, g * muB * B * np.asarray(v))
        return w[2 * k + 1] - w[2 * k] - q
    return brentq(f, 0.8 * B0, 1.2 * B0, xtol=1e-13)


def row(a, f='%.4f'):
    return ', '.join(f % x for x in a)


print('g = %.1f, nu = %.2f GHz, h nu = %.5f cm^-1' % (g, nu / 1e9, q))
print('muB/hc = %.6f cm^-1/T, free-electron g = %.6f' % (muB, ge))
D, lam = 5.0, 0.1
E = lam * D
print('S=3/2: D = %.2f cm^-1, E/D = %.2f, E = %.2f cm^-1' % (D, lam, E))
print('D_xx, D_yy, D_zz = %s cm^-1' % row(Dii(D, E)))
Dl = np.sqrt(1 + 3 * lam**2)
print('Delta = %.6f, theta = %.4f deg' % (Dl, np.degrees(th)))
print('cos2theta = %.6f, sqrt3 sin2theta = %.6f' % (np.cos(2 * th), 3**0.5 * np.sin(2 * th)))
print('|eps| = %.5f cm^-1, gap = %.5f cm^-1 = %.2f GHz' % (D * Dl, 2 * D * Dl, 2 * D * Dl * GHz))
for k, nm in enumerate(('lower', 'upper')):
    gp = g * g32(D, E, k)
    print("%s g'x,y,z = %s; sum of squares = %.4f" % (nm, row(gp), np.sum(gp**2)))
B0 = q / (muB * g * g32(D, E, 0))
Bx = np.array([field_exact(3, D, E, 0, AX[i], B0[i]) for i in range(3)])
assert np.allclose(Bx, B0, rtol=5e-3)
print("lower B_res x,y,z from g' = %s mT" % row(1e3 * B0, '%.2f'))
print('lower B_res x,y,z exact   = %s mT' % row(1e3 * Bx, '%.2f'))
for lm in (0.0, t3):
    print("E/D = %.4f lower g' = %s" % (lm, row(g * g_axes(3, 1, lm, 0), '%.3f')))
    print("E/D = %.4f upper g' = %s" % (lm, row(g * g_axes(3, 1, lm, 1), '%.3f')))

D = 1.0
E = D / 3
print('S=5/2: D = %.2f cm^-1, E = %.5f cm^-1' % (D, E))
w0 = levels(5, D, E, (0, 0, 0))
print('outer doublets at %.5f and %.5f cm^-1 (gap %.2f GHz)' % (w0[0], w0[4], (w0[4] - w0[2]) * GHz))
print('middle: <Sz\'> = %.6f, <S+> = %.6f, |<S->| = %.6f' % (me[0], me[1], abs(me[2])))
print("exact g'/g of the middle doublet = %s" % sp.sqrt(G[0, 0]))
for k, nm in enumerate(('lowest', 'middle', 'highest')):
    print("%s g'x,y,z = %s" % (nm, row(g * g_axes(5, D, E, k))))
r = float(sp.sqrt(G[0, 0]))
print("middle g' for g = 2: %.5f; for free-electron g: %.5f" % (g * r, ge * r))
print("d(g'/g)/d(E/D) y,z = %s" % row(sl_lam[1:]))
print("d(g'/g)/d(a/D) y,z = %s" % row(sl_a[1:]))
print('amplitude of |1/2> per unit delta = %.4f' % mix)
print('coefficient of -(h/D)^2 in relative g\', x,y,z = %s' % row(c3))
B0 = q / (muB * g * r)
h0 = g * muB * B0
print("B_res from g' = %.2f mT, h = %.5f cm^-1, h/D = %.5f" % (1e3 * B0, h0, h0 / D))
Bs = [field_exact(5, D, E, 1, v, B0) for v in list(AX) + [np.ones(3) / 3**0.5]]
Bc = B0 * (1 + 54 / 343 * (h0 / D)**2)
assert abs(Bs[0] / Bc - 1) < 1e-4 and abs(Bs[1] - Bs[2]) < 1e-10
print('relative field correction along x = %.5f, B = %.2f mT' % (Bc / B0 - 1, 1e3 * Bc))
print('B_res exact x,y,z,[111] = %s mT' % row(1e3 * np.array(Bs), '%.2f'))
print("apparent g' x,y,z,[111] = %s" % row(q / (muB * np.array(Bs))))
lm = 0.30
dl = lm - t3
print('E/D = %.2f, delta = %.5f' % (lm, dl))
print("middle g'x,y,z exact  = %s" % row(g * g_axes(5, D, lm * D, 1)))
print("middle g'x,y,z linear = %s" % row(g * (r + 135 / 49 * dl * np.array([0, 1, -1]))))
print('OK')
```

It prints:

```
g = 2.0, nu = 9.50 GHz, h nu = 0.31689 cm^-1
muB/hc = 0.466864 cm^-1/T, free-electron g = 2.002319
S=3/2: D = 5.00 cm^-1, E/D = 0.10, E = 0.50 cm^-1
D_xx, D_yy, D_zz = -1.1667, -2.1667, 3.3333 cm^-1
Delta = 1.014889, theta = 4.9132 deg
cos2theta = 0.985329, sqrt3 sin2theta = 0.295599
|eps| = 5.07445 cm^-1, gap = 10.14889 cm^-1 = 304.26 GHz
lower g'x,y,z = 3.3795, 4.5619, 1.9413; sum of squares = 36.0000
upper g'x,y,z = 0.6205, 0.5619, 5.9413; sum of squares = 36.0000
lower B_res x,y,z from g' = 200.85, 148.79, 349.64 mT
lower B_res x,y,z exact   = 200.90, 148.81, 349.68 mT
E/D = 0.0000 lower g' = 4.000, 4.000, 2.000
E/D = 0.0000 upper g' = 0.000, 0.000, 6.000
E/D = 0.3333 lower g' = 2.000, 5.464, 1.464
E/D = 0.3333 upper g' = 2.000, 1.464, 5.464
S=5/2: D = 1.00 cm^-1, E = 0.33333 cm^-1
outer doublets at -3.52767 and 3.52767 cm^-1 (gap 105.76 GHz)
middle: <Sz'> = 1.071429, <S+> = -2.142857, |<S->| = 0.000000
exact g'/g of the middle doublet = 15/7
lowest g'x,y,z = 0.8571, 9.6784, 0.6073
middle g'x,y,z = 4.2857, 4.2857, 4.2857
highest g'x,y,z = 0.8571, 0.6073, 9.6784
middle g' for g = 2: 4.28571; for free-electron g: 4.29068
d(g'/g)/d(E/D) y,z = 2.7551, -2.7551
d(g'/g)/d(a/D) y,z = 1.2245, -1.2245
amplitude of |1/2> per unit delta = 0.8149
coefficient of -(h/D)^2 in relative g', x,y,z = 0.1574, 0.0886, 0.0886
B_res from g' = 158.38 mT, h = 0.14788 cm^-1, h/D = 0.14788
relative field correction along x = 0.00344, B = 158.92 mT
B_res exact x,y,z,[111] = 158.92, 158.69, 158.69, 158.50 mT
apparent g' x,y,z,[111] = 4.2709, 4.2773, 4.2773, 4.2824
E/D = 0.30, delta = -0.03333
middle g'x,y,z exact  = 4.2555, 4.0935, 4.4713
middle g'x,y,z linear = 4.2857, 4.1020, 4.4694
OK
```
